# Second-Variational Spin-Orbit Coupling and Small Conduction Splittings in a Monolayer

A second-variational calculation requires a choice: how many scalar-relativistic bands enter the spin-orbit step? For a monolayer such as MoS$_2$, whose conduction edge at K splits by a few meV, too narrow a window can change the splitting by a sizeable fraction. Two kinds of omitted band act differently. Mirror-odd bands a few eV away carry a leading part of the splitting. Far bands change it little, but that small part converges very slowly.

## Setting and theorem

Radial formulas use atomic units, with $c$ the speed of light; monolayer energies are in eV or meV. The potential $U$ is fixed, so the spin-orbit term does not feed back into the density. The Hamiltonian is $H=H_0+V$, with $H_0$ scalar-relativistic and $V$ the spin-orbit term. Second variation diagonalizes $H$ in the space $P$ of retained eigenstates of $H_0$ times spin; $Q$ is the omitted space.

The assumptions are:

1. The layer has a horizontal mirror plane and a threefold axis.
2. $V$ acts inside atomic spheres with spherical potentials.
3. At K the scalar conduction state is nondegenerate apart from spin and reads $|{\rm cb}\rangle=\alpha|d_0\rangle+\beta|p_{-1}^S\rangle$, with real $\alpha,\beta$ and energy $E_c$. Here $S$ and $D$ denote the sum and difference of the $p$ orbitals on the upper and lower chalcogen.
4. Far shells are atomic: degenerate in $m$ and not hybridized with valence orbitals.

Let $\xi_M,\xi_X$ be the metal $d$ and chalcogen $p$ spin-orbit constants, and $\Delta=E_\uparrow-E_\downarrow$ at the conduction edge.

**Theorem.** Under these assumptions:

(i) If $E_N$ and $\psi_N$ are the conduction level and spinor computed in $P$, the untruncated level is, to leading order in the coupling to $Q$,
$$E\simeq E_N-\sum_{n\in Q}\frac{|\langle n|V|\psi_N\rangle|^2}{E_n-E_N}.$$

(ii) To second order in $V$, within the valence orbitals,
$$\Delta\simeq-\beta^2\xi_X+\sum_i\frac{|A_{\uparrow i}|^2}{E_c-E_{\uparrow i}}-\sum_i\frac{|A_{\downarrow i}|^2}{E_c-E_{\downarrow i}},$$
where $i$ runs over mirror-odd states and the amplitudes $A$ are given in Lemma 3.

(iii) To leading order, the far shells of atom type $s$ replace $\xi_s$ by $\xi_s+T_s/2$ and shift its valence level by $-l(l+1)T_s/4$, where
$$T_s=\sum_{n\ne v}\frac{\xi_{vn}^2}{E_n-E_c}$$
and $v$ is the valence shell.

## Lemma 1: the radial coupling

The zeroth-order regular approximation (ZORA) has kinetic operator $\sigma\cdot p\,\mathcal K\,\sigma\cdot p$, with $\mathcal K=c^2/(2c^2-U)$.

*Proof.* From $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$,
$$\sigma\cdot p\,\mathcal K\,\sigma\cdot p=p\cdot\mathcal K p+i\epsilon_{ijk}\sigma_k\,p_i\mathcal K p_j .$$
Insert $p_i\mathcal K=\mathcal Kp_i-i\,\partial_i\mathcal K$. The term with $p_ip_j$ vanishes by antisymmetry, and $i(-i)=1$ leaves $\sigma\cdot(\nabla\mathcal K\times p)$. For a spherical potential $\nabla\mathcal K=\mathcal K'\,\mathbf r/r$, so with $\mathbf s=\sigma/2$
$$V=\xi(r)\,\mathbf L\cdot\mathbf s,\qquad \xi(r)=\frac{2\mathcal K'}{r}.$$
Since $\mathcal K'=c^2U'/(2c^2-U)^2$, this becomes $U'/(2c^2r)$ when $|U|\ll2c^2$. For radial functions $u=rR$, integration by parts gives
$$\xi_{ij}=\int\frac{2\mathcal K'}{r}u_iu_j\,dr=-2\int\left(\mathcal K-\tfrac12\right)\frac{d}{dr}\!\left(\frac{u_iu_j}{r}\right)dr .$$
For functions confined to the sphere, as in the example below, the boundary terms vanish because $u=0$ at its edge and $u_iu_j/r\to0$ at the nucleus. The constant $\tfrac12$ may be subtracted because its derivative is zero. $\square$

## Lemma 2: each conduction spin needs four orbitals

*Proof.* Take the valley $\mathbf K=(-4\pi/3a,0)$. Three in-plane bond directions leave the metal at $\phi_j=90^\circ+120^\circ j$, with length $a/\sqrt3$ in projection. The Bloch phases are then $e^{2\pi ij/3}$. Rotating a bond multiplies the coupling of $d_m$ to $p_{m'}$ by $e^{i(m'-m)\phi_j}$, so the sum over bonds is proportional to
$$\sum_{j=0}^{2}e^{2\pi ij(1+m'-m)/3},$$
which is nonzero if and only if $m\equiv m'+1$ modulo 3.

The mirror parity of $d_m$ is $(-1)^m$. Among the sum orbitals $p_{\pm1}^S$ is even and $p_0^S$ odd; for the difference orbitals the parities are reversed. Hence $d_0$ couples to $p_{-1}^S$, $d_{+1}$ to $p_0^S$, and $d_{-1}$ to $p_{+1}^D$.

Now write $\mathbf L\cdot\mathbf s=L_zs_z+\tfrac12(L_+s_-+L_-s_+)$. The first term keeps $m$ and spin. The others change $m$ by one and flip the spin, and therefore also flip mirror parity. From $d_0\!\uparrow,\,p_{-1}^S\!\uparrow$ one reaches $d_{+1}\!\downarrow,\,p_0^S\!\downarrow$, and these lead back to the same four. From $d_0\!\downarrow$ one reaches $d_{-1}\!\uparrow$, which hybridizes with $p_{+1}^D\!\uparrow$. The spinors $p_{-1}^S\!\downarrow$ and $p_{+1}^D\!\uparrow$ cannot flip, since that would require $|m|=2$ in a $p$ shell. Both sets are closed. $\square$

## Lemma 3: the splitting within the valence orbitals

*Proof of (ii).* In first order $d_0$ gives nothing, as $m=0$. The $p_{-1}^S$ part gives $ms_z\xi_X\beta^2$, which is $-\beta^2\xi_X/2$ for spin up and $+\beta^2\xi_X/2$ for spin down. Their difference is $-\beta^2\xi_X$.

The spin-flip elements are $\tfrac12\sqrt{l(l+1)-m(m\pm1)}$: $\sqrt6/2$ for $d_0\to d_{\pm1}$ and $1/\sqrt2$ for $p_{-1}\to p_0$. If an odd state has amplitude $a_i$ on the $d$ orbital and $b_i$ on the $p$ orbital,
$$A_{\uparrow i}=\tfrac{\sqrt6}{2}\alpha a_i\xi_M+\tfrac1{\sqrt2}\beta b_i\xi_X,\qquad A_{\downarrow i}=\tfrac{\sqrt6}{2}\alpha a_i\xi_M .$$
Second-order perturbation theory gives the two sums. The term $L_zs_z$ also couples the conduction state to its bonding partner, but that squared element is equal for both spins and drops out of $\Delta$. $\square$

The second-order part is a difference between two level repulsions. It would vanish if the two odd ladders and their amplitudes were equal. The formula fails when an odd level comes within an energy of order $\xi$ of the conduction edge; the four-orbital matrices must then be diagonalized.

## Lemma 4: what truncation removes

*Proof of (i).* $H_0$ is diagonal in its eigenstates, so only $V$ connects $P$ and $Q$. The $Q$ part of the eigenvalue equation is $(E-H_{QQ})\psi_Q=V_{QP}\psi_P$. Solving for $\psi_Q$ and inserting it in the $P$ part gives
$$\left[H_{PP}+V_{PQ}(E-H_{QQ})^{-1}V_{QP}\right]\psi_P=E\psi_P .$$
This is still exact where the inverse exists. Replacing $\psi_P$ by $\psi_N$, $E$ by $E_N$ in the denominator, and $H_{QQ}$ by its scalar energies $E_n$ gives (i). The conditions are that $V$ within $Q$ is small compared with $E_n-E_N$, and that the second term mixes $\psi_N$ little with other retained spinors. $\square$

**Remark.** By the min-max principle, enlarging a variational space cannot raise its $k$-th eigenvalue. If all added scalar states lie above the conduction state, and its position $k$ in each spin block is unchanged, both $E_\uparrow$ and $E_\downarrow$ can only fall or stay. Their difference may move either way, so monotonic levels do not imply a monotonic splitting. Since both levels err in the same direction, the splitting error is at most the larger of the two level errors.

## Lemma 5: far shells act as a change of $\xi$

*Proof of (iii).* For orbital momentum $l\ge1$, $x=\mathbf L\cdot\mathbf s$ has the eigenvalues $l/2$ and $-(l+1)/2$. It therefore satisfies $(x-l/2)(x+(l+1)/2)=0$, or
$$(\mathbf L\cdot\mathbf s)^2=\frac{l(l+1)}4-\frac12\,\mathbf L\cdot\mathbf s .$$
Eliminating the $m$-degenerate far shells, with the energy denominators evaluated at $E_c$, adds to the valence shell
$$-T(\mathbf L\cdot\mathbf s)^2=-\frac{l(l+1)}4T+\frac T2\,\mathbf L\cdot\mathbf s ,$$
which is the stated shift and change of $\xi$. $\square$

Core shells, if they are included, have $E_n<E_c$ and enter $T$ with a negative sign.

**Corollary.** Write $\Delta=\Delta_1+\Delta_2$ for the first- and second-order parts. Neglect the scalar shifts and the chalcogen amplitude in $A_\uparrow$, so that $\Delta_1\propto\xi_X$ and $\Delta_2\propto\xi_M^2$. This is a rough estimate: in the example below, that amplitude lowers $\Delta_2$ from 2.30 to 1.69 meV. With $\eta_s=T_s/(2\xi_s)$, restoring the far shells changes the splitting by
$$\delta\Delta\simeq\eta_X\Delta_1+2\eta_M\Delta_2 .$$
For equal $\eta$ this is $\eta(\Delta+\Delta_2)$. When $\Delta_1$ and $\Delta_2$ nearly cancel, the absolute error tends to $\eta\Delta_2$ while $\Delta\to0$, so the relative error grows without limit. Away from that point opposite signs can instead reduce the error.

## How slowly the far part converges

For energies $E$ well above threshold, assume that the semiclassical form of a $p$ wave holds from the inner core outward. Normalized per unit energy, it is
$$u_E(r)\simeq\sqrt{\frac{2}{\pi q(r)}}\,\sin\theta(r),\qquad q=\sqrt{2(E-U_{\rm eff})},$$
where $U_{\rm eff}$ includes the centrifugal term. The coupling $\xi(r)$ is concentrated near the nucleus. While $E\ll|U|$ there, both $q$ and the phase fixed by regularity at the nucleus hardly depend on $E$. The strength per unit energy, $g=\xi_{vn}^2\,dn/dE$, is then nearly constant, and
$$T(E_1<E<E_2)\simeq g\ln\frac{E_2}{E_1}.$$
Each decade of cutoff recovers about the same amount.

A second limit holds for wave numbers $k$ well above the nuclear charge $Z$ but well below $c$. There $p$ waves are nearly free, $u_k=\sqrt{2/R}\,kr\,j_1(kr)$ in a sphere of radius $R$, while the valence function is $u_v\simeq Cr^2$ near a point nucleus. With $\xi(r)=Z/(2c^2r^3)$ and $\int_0^\infty j_1(t)\,dt=1$,
$$\xi_{vk}=\sqrt{\frac2R}\,\frac{CZ}{2c^2}.$$
The density of states in $k$ is $R/\pi$ and the denominator is $k^2/2$, so the part missing above $k_c$ is
$$\int_{k_c}^{\infty}\frac R\pi\,\frac2R\,\frac{C^2Z^2}{4c^4}\,\frac2{k^2}\,dk=\frac{C^2Z^2}{\pi c^4k_c}.$$
For $p$ waves the logarithm thus gives way to a decay as $E^{-1/2}$; the $d$-shell sum falls faster. The limit is approached slowly: for a hydrogen-like $2p$ state the exact tail is 0.71 of this value at $k_c=2Z$ and 0.92 at $k_c=8.6Z$, which for sulfur is already $k_c\approx c$. Extending the integral to infinity is justified as a leading estimate because its largest contributions come from near $k_c$.

The cost rises much faster. A cell of area $A$ and height $L$ has about $AL(2E)^{3/2}/(6\pi^2)$ plane-wave bands per spin below $E$. Added vacuum raises this number without adding coupling at the nuclei.

**Remark: a cheaper basis.** For each far-coupled valence shell, the omitted response has the radial form $\chi=\sum_n|n\rangle\,\xi_{vn}/(E_c-E_n)$. Adding $\chi$, with all its angular and spin components, supplies the first-order response to the far shells for both values of $j$. In an isolated shell, with $E_c$ in $\chi$ replaced by the shell's own level, the remaining wave-function error is of second order, so the energy error is of fourth order. One localized radial function can thus replace a long ladder of bands.

## Worked example

The S and Mo atoms were solved self-consistently with scalar ZORA and exchange-only local density, in a sphere of radius 8 bohr. They give $\xi_X=55.9$ meV and $\xi_M=80.0$ meV. The K-point levels and couplings are round model values, giving a scalar gap of 1.80 eV, $\alpha^2=0.880$ and $\beta^2=0.120$. All are listed in the numerical output. Every coupling is taken positive; for $d_{+1}$–$p_0^S$ this is a simplification, examined in the last section.

The first-order term is $-0.12037\times55.942=-6.73$ meV. Odd levels shift spin up by $-3.93$ meV and spin down by $-5.61$ meV; the down shift is larger because its upper odd level lies at 1.26 eV instead of 2.09 eV. Hence
$$\Delta\simeq-6.73-3.93+5.61=-5.05\ \text{meV},$$
against $-5.00$ meV from diagonalizing the valence orbitals. With the core excluded, raising the cutoff above $E_c$ gives:

| Cutoff (eV) | $\Delta$ (meV) |
|---:|---:|
| 0.5 | −6.956 |
| 3 | −5.003 |
| 100 | −5.014 |
| 1000 | −5.021 |
| 10000 | −5.028 |
| full radial ladder | −5.039 |

The digits show convergence with the cutoff at fixed sphere radius, not accuracy for a material. Enlarging the sphere from 8 to 14 bohr changes $\xi_X$ and $\xi_M$ by less than 0.1 meV, raises $T_X$ and $T_M$ by 1 to 1.5%, and moves $\Delta$ by about $+0.014$ meV at the cutoffs from 3 to 1000 eV and for the full ladder; the far-band change of $-0.036$ meV stays the same. The 0.5 eV cutoff drops the two upper odd levels and misses the full-ladder value by 1.9 meV, or 38% of it. All bands above 3 eV together change $\Delta$ by only $-0.036$ meV, or 0.7%. They lower the separate levels by 1.87 and 1.84 meV, so most of their effect is common to both spins. Formula (i) predicts 1.85 and 1.81 meV.

At $E_c$, $T_X=0.975$ meV and $T_M=1.285$ meV, so $\eta_X=0.87\%$ and $\eta_M=0.80\%$. With $\Delta_2=1.69$ meV, the corollary gives
$$\delta\Delta\simeq-0.059+0.027=-0.032\ \text{meV}.$$
The renormalization rule with scalar shifts and the full valence matrices gives $-0.036$ meV, as does the full ladder. Here the two contributions partly cancel, so there is no amplification. Adding the S $2p$ and Mo $3d$ cores brings $\Delta$ to $-5.030$ meV.

The sulfur strength $g$ is 108, 106 and 96 meV$^2$/eV at 57, 186 and 991 eV above the $3p$ level. Taking $g\approx100$ meV$^2$/eV $=0.1$ meV, one decade should recover $0.1\ln10=0.23$ meV of $T$. Between 100 and 1000 eV the atomic ladder recovers $(0.680-0.411)\times0.901=0.24$ meV. Over the same decade the plane-wave count in a cell 2 nm high grows from 378 to 12414, yet 41% of the sulfur sum is still missing.

## The real monolayer

Density-functional calculations for MoS$_2$ typically give a conduction splitting of roughly 3 meV and a valence splitting near 150 meV. The model gives 5 meV and 145 meV, so its regime is reasonable, but its conduction value is no prediction. The result is sensitive to the assumption of unhybridized far shells. A trial valence–remote coupling of 1 eV changes the full-ladder $\Delta$ from $-5.04$ to $-2.55$ meV. This coupling mixes far shells into the scalar states, which assumption 4 excludes; its size and sign are arbitrary, so the change shows sensitivity and is not a correction. With that coupling, truncation at 3 eV costs 0.08 meV, or 3% of the full-ladder value. Over the four sign choices for the metal and chalcogen remote couplings, $\Delta$ ranges from $-2.0$ to $-8.6$ meV, while the truncation cost does not exceed 0.08 meV.

Other model choices also outweigh the far-band error. In a real layer, bond geometry and the two-centre integrals together fix the sign of the $d_{+1}$–$p_0^S$ coupling relative to the $d_0$–$p_{-1}^S$ one. Some fitted parameter sets for MoS$_2$ give $pd\sigma$ and $pd\pi$ the same sign and lead to the sign used in the example. For $pd\sigma$ and $pd\pi$ of opposite sign, the textbook case, with $|pd\pi|$ below about four times $|pd\sigma|$, the two couplings have opposite signs, unlike in the example. Reversing the sign accordingly gives $-3.71$ meV. Raising the $d_0$–$p_{-1}^S$ coupling from 1.5 to 1.6 eV gives $-5.46$ meV. Correlation, nonspherical potentials and the remaining core shells are left out. At 300 K, $k_BT=25.9$ meV, and for equal masses and nondegenerate filling the upper spin branch holds 45% of the valley's electrons, so an error of 0.04 meV has no practical weight there.

For a layer of this kind, the band window should first include the mirror-odd states derived from the valence $d$ and $p$ orbitals. If the target is then about 0.1 meV, the examples here support a cutoff a few eV above the edge, with little margin when far shells hybridize. For a target near 0.01 meV, or a splitting close to cancellation, localized response functions are a better-founded choice than thousands of further bands, provided the far shells are nearly unhybridized and the scalar band structure itself is known to matching precision. With strong hybridization, functions built for isolated shells can leave an error of 0.01 to 0.02 meV, so convergence with the band cutoff must still be checked.

## Numbers as computed

```
sphere radius 8.0 bohr; lattice constant 0.316 nm; cell height 2.0 nm
K levels (eV): M+0 -0.5, M+2 -2.3, M-2 1.0, M+1 1.3, M-1 0.5, S-1 -4.0, S+1 -4.8, S+0 -3.0, D+1 -3.0, D+0 -3.5, D-1 -2.5
K couplings (eV): M+0-S-1 1.5, M+2-S+1 1.3, M-2-D+0 1.8, M+1-S+0 2.0, M-1-D+1 1.8
Ne 2p level: radial -0.4425, Gaussian basis -0.4437 Ha
S 3p level -5.886 eV; Mo 4d level -2.525 eV
first remote level above valence: S p 9.88, Mo d 7.84 eV
S 3p: xi 55.942 meV, T 0.9006 meV, xi+T/2 56.3926 meV, diagonalized 56.4088 meV
Mo 4d: xi 80.033 meV, T 1.2832 meV, xi+T/2 80.6748 meV, diagonalized 80.7103 meV
scalar conduction level 0.0549 eV; d weight 0.8796; p weight 0.1204
scalar gap to valence band 1.8014 eV
odd levels seen by spin up -3.786, 2.086 eV
odd levels seen by spin down -3.760, 1.260 eV
valence-band splitting 145.41 meV
first-order chalcogen term -6.7339 meV
second-order shift: up -3.9251, down -5.6129 meV
Delta: perturbation -5.0461, valence orbitals diagonalized -5.0032 meV
Delta with bands up to 0.5 eV above E_c: -6.9560 meV
Delta with bands up to 3 eV above E_c: -5.0032 meV
Delta with bands up to 10 eV above E_c: -5.0071 meV
Delta with bands up to 100 eV above E_c: -5.0139 meV
Delta with bands up to 1000 eV above E_c: -5.0213 meV
Delta with bands up to 10000 eV above E_c: -5.0282 meV
Delta with bands up to inf eV above E_c: -5.0391 meV
Delta with all bands and the S 2p, Mo 3d cores: -5.0298 meV
lowering by bands above 3 eV: up 1.8717, down 1.8358 meV
same from leading-order formula: up 1.8493, down 1.8137 meV
T at E_c without core: S 0.9753, Mo 1.2854 meV
T at E_c with core: S 0.6808, Mo 0.8316 meV
change of Delta from renormalized xi: S -0.0625, Mo 0.0267 meV
both together -0.0358 meV; diagonalized -0.0359 meV
with core: rule -0.0264 meV; diagonalized -0.0267 meV
S p coupling strength at 57 eV above 3p: 107.73 meV^2/eV
S p coupling strength at 186 eV above 3p: 105.62 meV^2/eV
S p coupling strength at 991 eV above 3p: 95.78 meV^2/eV
part of atomic T missing above 30 eV: S 82.9 %, Mo 73.9 %
part of atomic T missing above 100 eV: S 68.0 %, Mo 55.7 %
part of atomic T missing above 1000 eV: S 41.1 %, Mo 25.2 %
part of atomic T missing above 10000 eV: S 20.2 %, Mo 6.2 %
plane-wave bands below 100 eV: counted 378, volume formula 393
plane-wave bands below 1000 eV: counted 12414, volume formula 12419
valence-remote coupling 1.0 eV: Delta -2.4682 (3 eV), -2.5475 (all) meV
opposite interference sign: Delta -3.7111 meV
d0-p coupling 1.6 instead of 1.5 eV: Delta -5.4642 meV
kT at 300 K 25.85 meV; share of electrons in upper spin branch 0.451
```
